Dirac's spin-exchange identity and the S² matrix over determinants, part 2

The problem is to find the matrix of S², the square of the total spin, over Slater determinants that share one set of occupied spatial orbitals. α and β are the spin states with s_z = +ħ/2 and −ħ/2, and M is the spin projection in units of ħ. For N particles of spin 1/2,

S² = ħ² [ N(4 − N)/4 + Σ_{i<j} P_ij ],   (1)

where P_ij exchanges the spins of particles i and j but not their positions. With S_± = S_x ± i S_y, which raise or lower one spin at a time with factor ħ, also

S² = S_− S_+ + S_z² + ħ S_z.   (6)

A configuration has n singly occupied (open) orbitals and any number of doubles, all orthonormal and the same for both spins. A determinant D is labelled by its spin string, such as ααβ, which lists the spins of the open orbitals in a fixed orbital order. A slot is one entry in the list of occupied spin-orbitals. The slots stand in that same orbital order, with φα before φβ in each double. D^(pq) is D after the spins in slots p and q have been exchanged.

In the sum of exchanges in (1), each double contributes −1 from its own pair and +1 with each open orbital. With the constant, all contributions of the doubles cancel, leaving

S² D = ħ² [ n(4 − n)/4 D + Σ_{p<q} D^(pq) ],   (12)

where the sum runs over pairs of open orbitals. The rule still to be derived from (12) is

diagonal element = ħ² (M² + n/2),
element between two determinants that differ by one exchange of an α with a β = ħ²,
every other element = 0.   (2)

Entry 3 treated two electrons in different orbitals φ_1 and φ_2. In orbital order, the sum |φ_1α φ_2β| + |φ_1β φ_2α| is a triplet and the difference is the singlet.

### Entry 6: reading off the matrix

Let the string contain n_α spins α and n_β spins β, with n_α + n_β = n and n_α − n_β = 2M.

If slots p and q have parallel spins, the exchange changes nothing and D^(pq) = D. If they have opposite spins, D^(pq) is the determinant of another string with the same M. Determinants built from different selections out of one common orthonormal set of spin-orbitals are orthogonal, so each such term supplies one off-diagonal element, equal to ħ². Two different strings can be connected by at most one exchange, because the two places where they differ identify p and q. No element therefore receives two contributions.

The diagonal element collects the constant and the parallel pairs:

n(4 − n)/4 + n_α(n_α − 1)/2 + n_β(n_β − 1)/2
= n − n²/4 + (n_α² + n_β²)/2 − n/2.

With n_α = n/2 + M and n_β = n/2 − M, the squares add to n_α² + n_β² = n²/2 + 2M². Substituting,

n − n²/4 + n²/4 + M² − n/2 = M² + n/2.

This completes the derivation of (2). All terms of (12) have the same spatial occupation and the same M. The set of strings with one M is therefore closed under S², and S² has no elements between different spatial configurations. In an expansion over many configurations, spin eigenfunctions can be built separately within each one.

The ladder form S² = S_− S_+ + S_z² + ħS_z checks the diagonal by another route. To return to the same string, S_+ must raise one β and S_− must lower that same spin again. This can be done in n_β ways, each with factor ħ². The diagonal is then n_β + M² + M = n/2 − M + M² + M = M² + n/2, in units of ħ².

Some limits follow.

For n = 1, M = 1/2, the single element is 1/4 + 1/2 = 3/4, a doublet.

For all open spins parallel, M = n/2, there is one string and its element is n²/4 + n/2 = (n/2)(n/2 + 1), the highest spin.

For n = 3 and M = 1/2 there are three strings, ααβ, αβα and βαα. Each pair differs by one exchange, so S²/ħ² is

7/4   1    1
 1   7/4   1
 1    1   7/4

This is 3/4 times the unit matrix plus a matrix filled with ones. The latter gives 3 on the vector (1, 1, 1) and 0 on any vector whose components add to zero. The eigenvalues are 15/4 once and 3/4 twice: one quartet function and two doublets.

The vector with equal coefficients is an eigenvector for every n. Each row has n_α n_β off-diagonal ones, so the row sum is

M² + n/2 + n_α n_β = M² + n/2 + n²/4 − M² = (n/2)(n/2 + 1).

It is the member of the highest multiplet with projection M.

The number n_α n_β also measures how far one determinant is from a spin eigenfunction. The squared length of S²D is the sum of the squares in its column, so

⟨S⁴⟩ − ⟨S²⟩² = ħ⁴ n_α n_β.   (13)

Under the stated orbital conditions, a single determinant is an eigenfunction of S² if and only if its open-shell spins are all parallel or there are no open shells.

### Entry 7: the sign when all α come first

Another convention writes the α spin-orbitals first and the β spin-orbitals after them. Moving the columns into that order multiplies each determinant by a sign (−1)^I, where I counts the pairs of slots in which a β stands before an α in the original order. The order within the α list and within the β list is kept.

Take two strings that differ at open orbitals p < q, the first with α at p and β at q, the second with β at p and α at q. Compare their values of I.

The pair (p, q) itself contributes 0 in the first string and 1 in the second, a change of 1.

A slot r between them also changes I by 1. If r holds α, the pair (p, r) changes from αα to βα, which adds 1, and the pair (r, q) changes from αβ to αα, which adds 0. If r holds β, the pair (p, r) changes from αβ to ββ, which adds 0, and the pair (r, q) changes from ββ to βα, which adds 1.

A slot outside the interval sees one α and one β on the same side in both strings, so its contribution is unchanged.

A double between p and q has two slots and changes I by 2, which leaves the sign alone. If m open orbitals lie between p and q, the off-diagonal element becomes

(−1)^(m+1) ħ².   (14)

For n = 2 no other open orbital can lie between the two, and the element is −ħ². The singlet is then the sum of the two determinants and the triplet their difference, opposite to Entry 3. The states are the same, but one basis function has changed sign. In general the change of order multiplies rows and columns by signs. This leaves the eigenvalues alone and alters the signs of the eigenvector coefficients, so coefficients from one convention must not be used with determinants of the other.

### Entry 8: which spins occur, and how often

By (12), the matrix over strings is the same as that of n bare spins. The number of strings with projection M is the binomial coefficient C(n, n/2 − M), the number of ways to place the n_β spins.

Each multiplet of spin S has one state for every M from −S to S. The number of states with projection M therefore counts all multiplets with S ≥ |M|. Going from M = S to M = S + 1 loses just the multiplets of spin S, so their number is

f(n, S) = C(n, n/2 − S) − C(n, n/2 − S − 1),   (15)

where the second term is zero for S = n/2. With k = n/2 − S, the ratio C(n, k)/C(n, k − 1) = (n − k + 1)/k exceeds 1 for 1 ≤ k ≤ n/2. Each f is therefore positive, and every S from |M| to n/2 in steps of one does occur.

For n = 3, (15) gives f = 1 for S = 3/2 and f = 3 − 1 = 2 for S = 1/2, in agreement with Entry 6. For n = 4 it gives 1 quintet, 4 − 1 = 3 triplets and 6 − 4 = 2 singlets.

The weight of spin S in a single determinant also follows without diagonalization. Let Π_S be the projector onto spin S within the strings of one M, and let W be a permutation of the open-shell spins. W rearranges the pairs in (12) among themselves, so it commutes with S² and hence with Π_S. Any string of this M can be turned into any other by some W, and therefore

⟨WD|Π_S|WD⟩ = ⟨D|Π_S|D⟩.

All diagonal elements of Π_S are equal. Their sum is the trace f(n, S), and there are C(n, n_β) of them, so each determinant contains spin S with weight

w_S = f(n, S) / C(n, n_β).   (16)

For n = 3, M = 1/2, the weights are 1/3 for the quartet and 2/3 for the doublets. The mean value (1/3)(15/4) + (2/3)(3/4) = 5/4 + 1/2 = 7/4 agrees with the diagonal element.

### Entry 9: six electrons, four open shells

The smallest M = 0 case in which some strings are not connected by one exchange has n = 4. Take five orbitals with occupations 1, 2, 1, 1, 1. There are N = 6 electrons and one double, and M = 0. This is a model configuration: the matrix depends on the occupations and spins, and neither the shapes of the orbitals nor a Hamiltonian enters.

First count the diagonal element for ααββ from the full identity, without using the cancellation of the double. The constant is 6(4 − 6)/4 = −3. The exchange inside the double gives −1. The double with the four open orbitals gives +4. Among the open orbitals there is one parallel αα pair and one parallel ββ pair, which give +2. Together,

−3 − 1 + 4 + 2 = 2,

which agrees with M² + n/2 = 0 + 2.

Writing a for α and b for β, the matrix of S²/ħ² is

        aabb  abab  abba  baab  baba  bbaa
aabb      2     1     1     1     1     0
abab      1     2     1     1     0     1
abba      1     1     2     0     1     1
baab      1     1     0     2     1     1
baba      1     0     1     1     2     1
bbaa      0     1     1     1     1     2

Each row has n_α n_β = 4 ones. The zero in each row belongs to the string with all four spins reversed, which would need two exchanges.

With all α spin-orbitals first, the first row becomes 2, −1, 1, 1, −1, 0. The strings aabb and baab illustrate (14). They differ at the first and third open orbitals, with one open orbital between them, so the sign is (−1)² = +1. The double also lies between them and is not counted.

Diagonalization gives the eigenvalue 6 once, 2 three times and 0 twice, as (15) predicts. The trace agrees: 6 × 2 = 12 on the diagonal, and 6 + 3 × 2 + 2 × 0 = 12 from the eigenvalues.

By (16), the weights in ααββ are 1/6 = 0.167 for S = 2, 3/6 = 0.500 for S = 1 and 2/6 = 0.333 for S = 0. The mean value is

(1/6) × 6 + (1/2) × 2 + (1/3) × 0 = 2.

A determinant with M = 0 is thus not a singlet when it has open shells: here only one third of it is. In general (15) and (16) give the singlet weight 1 − C(n, n/2 − 1)/C(n, n/2) = 1 − (n/2)/(n/2 + 1) = 1/(n/2 + 1), which is 1/2 for n = 2 and 1/3 for n = 4; only a closed-shell determinant, n = 0, is a pure singlet.

### Entry 10: projecting a singlet

To extract one spin S, remove each other spin S′ of the sector with a factor that vanishes on it:

Π_S = Π_{S′≠S} [ S² − ħ² S′(S′ + 1) ] / [ ħ² S(S + 1) − ħ² S′(S′ + 1) ].   (17)

On the right, the symbol Π_{S′≠S} means a product. On a function of spin S each factor equals 1, and on any other spin of the sector one factor is zero. For the singlet with n = 4 the unwanted values are 2 and 6, and the denominators multiply to (−2)(−6) = 12.

Let K = S²/ħ² − 2, which is the matrix above with its diagonal removed. Then S²/ħ² − 6 = K − 4, and the projector is (K − 4)K/12. The first step is

K aabb = abab + abba + baab + baba.

Call this sum of four strings B. In K B, each of the four strings contributes one aabb and one bbaa. Each string in B also receives a contribution from two others in B. Hence

K B = 4 aabb + 4 bbaa + 2B,
(K − 4) B = 4 aabb + 4 bbaa − 2B.

Division by 12 gives the projected function

(1/3) aabb − (1/6)(abab + abba + baab + baba) + (1/3) bbaa.   (18)

Its squared norm is 2 × (1/9) + 4 × (1/36) = 1/3. This must equal the singlet weight, because Π_S² = Π_S makes the squared length of Π_S D equal to ⟨D|Π_S|D⟩. Multiplying by √3 normalizes the function, with coefficients 0.577 for aabb and bbaa and −0.289 for the other four.

The first row of the matrix confirms the spin: 2 × (1/3) − 4 × (1/6) = 0. So does the second: 1/3 − 2 × (1/6) − 2 × (1/6) + 1/3 = 0. The remaining rows follow by symmetry.

The function (18) does not change when the first two open-shell spins are exchanged, nor when the last two are. Each of these pairs is therefore a triplet, and the two triplets are coupled to total spin zero. The other singlet has both pairs in singlet states:

(1/2)(abab − abba − baab + baba).

It is orthogonal to (18), since its coefficients add to zero over the four strings where (18) is constant. It contains no aabb, which is why projection from ααββ cannot produce it. A projection from abab would contain it. In general one starting determinant gives one function of each spin, and further functions need further starting determinants.

The rest of ααββ can be identified too. The quintet part has the coefficient 1/6 on every string. Subtracting it and (18) from aabb leaves 1 − 1/6 − 1/3 = 1/2 on aabb, −1/6 + 1/6 = 0 on the middle four and −1/6 − 1/3 = −1/2 on bbaa. The triplet part is (aabb − bbaa)/2, with squared norm 1/2, as the weight requires.

In SI units, with ħ = 1.054572 × 10⁻³⁴ J s, the mean value 2ħ² for the determinant ααββ is 2.224 × 10⁻⁶⁸ J² s², and the quintet value 6ħ² is 6.673 × 10⁻⁶⁸ J² s². The numerical check applies S² to explicitly antisymmetrized wave functions for this configuration and three smaller ones, and tests the multiplicities and weights by diagonalization up to n = 8.

Values computed for the example and the checks

```
Spin labels: a = alpha, b = beta; strings list open shells only
Orbital occupations: (1, 2, 1, 1, 1)
Electrons N = 6, open shells n = 4, M = 0
Constant N(4-N)/4 = -3.00 (hbar^2)
Spin-exchange contributions to the diagonal for aabb (hbar^2):
  inside the double: -1.00
  double with open: +4.00
  open with open: +2.00
Diagonal element of S^2 = 2.00 hbar^2
S^2 matrix, orbital-ordered determinants (hbar^2):
        aabb  abab  abba  baab  baba  bbaa
  aabb     2     1     1     1     1     0
  abab     1     2     1     1     0     1
  abba     1     1     2     0     1     1
  baab     1     1     0     2     1     1
  baba     1     0     1     1     2     1
  bbaa     0     1     1     1     1     2
First row with all alpha spin-orbitals first (hbar^2):
           2    -1     1     1    -1     0
Eigenvalues of S^2 (hbar^2): 0.0000 0.0000 2.0000 2.0000 2.0000 6.0000
S = 0: 2 functions, weight in aabb = 0.333333
S = 1: 3 functions, weight in aabb = 0.500000
S = 2: 1 functions, weight in aabb = 0.166667
Singlet projected from aabb, coefficients before normalization:
  +0.333333 -0.166667 -0.166667 -0.166667 -0.166667 +0.333333
Squared norm of the projected singlet = 0.333333
Normalized singlet coefficients:
  +0.577350 -0.288675 -0.288675 -0.288675 -0.288675 +0.577350
hbar = 1.054571818e-34 J s
Mean S^2 of aabb = 2.224243e-68 J^2 s^2
Quintet S^2 = 6.672730e-68 J^2 s^2
```
